Thermodynamic integration can return a small error bar around a wrong number. In the model used below, a Lennard-Jones interaction is switched on linearly, and the free-energy change is $-1.076$ mhartree. Twenty midpoints spaced uniformly in the coupling $\lambda$, with 20,000 samples in all, have an expected statistical error of 0.025 mhartree and a quadrature error of $-0.721$ mhartree. With 320 points the quadrature error is still $-0.422$ mhartree. More sampling cannot remove it: the integrand diverges at $\lambda=0$, and the rule misses most of the divergent region.

The remedy has three parts: a change of variable at the core, a spacing that uses samples well, and an error estimate that includes the quadrature.

## Setting and derivatives

Let $U_\lambda=U_0+\lambda\Delta U$, with $\Delta U=U_1-U_0$ and $0\le\lambda\le1$. The particles are classical and the temperature is fixed, so momentum factors cancel. With $\beta=1/kT$,

$$Z(\lambda)=\int e^{-\beta(U_0+\lambda\Delta U)}\,dR,\qquad F=-kT\ln Z .$$

Let $\mu,\sigma^2,\mu_3$ be the mean, variance and third central moment of $\Delta U$ at $\lambda$. Since $Z'=-\beta Z\mu$, we have $F'=\mu$. For any observable $X$ without explicit $\lambda$ dependence, differentiating numerator and denominator of its average gives

$$\frac{d\langle X\rangle}{d\lambda}=-\beta\big(\langle X\Delta U\rangle-\langle X\rangle\mu\big).$$

With $X=\Delta U$ this is $F''=\mu'=-\beta\sigma^2$. With $X=\Delta U^2$,

$$(\sigma^2)'=-\beta\big(\langle\Delta U^3\rangle-\mu\langle\Delta U^2\rangle\big)+2\beta\mu\sigma^2=-\beta\mu_3,$$

after inserting $\sigma^2=\langle\Delta U^2\rangle-\mu^2$.

The normalized density changes with $\lambda$ as $\partial_\lambda\ln p_\lambda=-\beta(\Delta U-\mu)$, whose variance is $\beta^2\sigma^2$. Its square root defines the thermodynamic length

$$\ell(\lambda)=\int_0^\lambda\beta\sigma\,d\lambda',\qquad L=\ell(1).$$

It measures how far the distribution moves relative to its own fluctuations.

## Why equal length

Take a smooth increasing map $\lambda(u)$ from $[0,1]$ to $[0,1]$. Then $\Delta F=\int_0^1\mu\lambda'(u)\,du$, and the midpoint rule is

$$M=\sum_{k=1}^m w_k\mu_k,\qquad w_k=\frac{\lambda'(u_k)}m,\qquad u_k=\frac{k-\frac12}{m}.$$

Each $\mu_k$ is estimated by the mean of $N/m$ independent samples, with variance $\sigma_k^2m/N$. Hence

$$N\,\mathrm{Var}\,\hat M=\frac1m\sum_k\lambda'(u_k)^2\sigma_k^2\;\longrightarrow\;\int_0^1\lambda'^2\sigma^2du$$

for a convergent rule. The Cauchy-Schwarz inequality gives

$$\int_0^1\lambda'^2\sigma^2du\ \ge\Big(\int_0^1\lambda'\sigma\,du\Big)^2=(kTL)^2 .$$

Equality requires constant $\lambda'\sigma$, that is $\lambda'=kTL/\sigma$, or $\ell=Lu$. Equal spacing in $\ell$ with equal sample numbers therefore has standard error $kTL/\sqrt N$, independent of $m$.

If the points and weights are already fixed, the same inequality gives $\sum_kw_k^2\sigma_k^2/n_k\ge(\sum_kw_k\sigma_k)^2/N$, with equality for $n_k\propto w_k\sigma_k$. For correlated samples, replace $\sigma^2$ by $g\sigma^2$, where $g$ is the statistical inefficiency. If $g$ varies with $\lambda$, the optimal spacing is uniform in $\int\sigma\sqrt g\,d\lambda$.

The bound concerns converged quadrature. Uniform $\lambda$ in the opening example has a smaller statistical error than equal length (0.025 against 0.037 mhartree) because it leaves out the noisy endpoint, along with its contribution to $\Delta F$.

## The core endpoint

Let $\Delta U$ depend on one separation vector $\mathbf r$, with a core $Ar^{-n}$, $n>3$, and softer terms. Let the density $p_0(\mathbf r)$ at $\lambda=0$ be smooth and nonzero at the origin. Then

$$\frac{Z(\lambda)}{Z(0)}=1-\int p_0(\mathbf r)\big(1-e^{-\beta\lambda\Delta U}\big)d^3r .$$

Scale lengths by the contact radius $r_\lambda=(\beta\lambda A)^{1/n}$, so $r=r_\lambda y$ and the core exponent becomes $y^{-n}$. For $n=12$, an $r^{-6}$ attraction becomes a term of order $\lambda r_\lambda^{-6}\propto\lambda^{1/2}$, which vanishes. To leading order the integral is

$$4\pi p_0(0)r_\lambda^3\int_0^\infty(1-e^{-y^{-n}})y^2dy .$$

Integrate by parts; the boundary term $y^3(1-e^{-y^{-n}})/3$ vanishes at both ends when $n>3$. With $t=y^{-n}$,

$$\frac n3\int_0^\infty y^{2-n}e^{-y^{-n}}dy=\frac13\int_0^\infty t^{-3/n}e^{-t}dt=\frac13\Gamma\Big(1-\frac3n\Big).$$

Writing $a=3/n$ and expanding the logarithm,

$$F(\lambda)-F(0)\simeq kT\,c\,\lambda^a,\qquad c=p_0(0)\frac{4\pi}3\Gamma(1-a)(\beta A)^a .$$

This is the cost of an excluded volume that grows as $\lambda^a$. The same scaling applies to the moments, so the law may be differentiated:

$$\mu\simeq kTca\lambda^{a-1},\qquad \sigma^2=-kTF''\simeq(kT)^2ca(1-a)\lambda^{a-2}.$$

For $n=12$, $a=1/4$: the mean diverges as $\lambda^{-3/4}$ and $\sigma$ as $\lambda^{-7/8}$. Both are integrable. Integrating $\beta\sigma$,

$$\ell\simeq2\sqrt{\frac{c(1-a)}a}\,\lambda^{a/2},\qquad F-F(0)\simeq kT\frac{a}{4(1-a)}\ell^2 .$$

For $n=12$ these are $\ell\simeq2\sqrt{3c}\,\lambda^{1/8}$ and $F-F(0)\simeq kT\ell^2/12$. In the length coordinate the singular endpoint is a parabola to leading order.

Now put $\lambda=x^p$. The integrand for the mean and that for the variance become

$$\mu\frac{d\lambda}{dx}\simeq kTcap\,x^{pa-1},\qquad \sigma^2\Big(\frac{d\lambda}{dx}\Big)^2\simeq(kT)^2ca(1-a)p^2x^{pa-2}.$$

For $n=12$, $p=4$ makes the first finite, but the second is $3c(kT)^2/x$, and its midpoint sum grows as $\ln m$. Any $p>4$ makes the variance integrable; $p=8$ makes its integrand bounded and nonzero, as equal length does. A finite mean integrand is thus not a sufficient criterion for the map.

With uniform $\lambda$, write $\lambda=v/m$ in the midpoint error of $\lambda^{-3/4}$. Each cell error is $m^{-1/4}$ times a number depending on the cell index; these numbers decay as $v^{-11/4}$, so their sum converges. The error falls as $m^{-1/4}$, and sixteen times more points halve it. In the full model the factor from 20 to 320 points is $0.721/0.422=1.71$, so the limiting law for the singular term is not yet the whole error.

Other cases need other maps. For a bare repulsive Coulomb core, $n=1$, both $\int r^{-1}r^2dr$ and $\int r^{-2}r^2dr$ converge at the origin, so mean and variance are finite at $\lambda=0$ and this power-law singularity is absent. A weaker one remains: $\int r^{-3}r^2dr$ diverges, so $\mu_3$ grows as $\ln(1/\lambda)$, and the equal-length error formula of the next section, which needs a finite endpoint slope, does not apply as it stands. A bare attractive Coulomb term has no classical $Z$ at all for $\lambda>0$. If $U_1$ lacks a core that $U_0$ has, apply the map to $1-\lambda$.

A smooth correction between two similar potentials gives a further limit. If $\Delta U$ is Gaussian at $\lambda=0$, the factor $e^{-\beta\lambda\Delta U}$ shifts its mean by $-\beta\lambda\sigma^2$ and leaves $\sigma$ unchanged. Uniform $\lambda$ is then equal length, the integrand is linear, and the midpoint rule has no quadrature error.

## Quadrature error from moments

Let $f(u)=\mu\lambda'(u)$ and $h=1/m$. Taylor expansion about a cell centre gives a cell integral $hf_k+h^3f''_k/24$ to this order. Summing,

$$\Delta F-M\simeq\frac{h^2}{24}\int_0^1f''du=\frac{f'(1)-f'(0)}{24m^2}.$$

At equal length, $f'=L^2d^2F/d\ell^2$. Use $d\lambda/d\ell=kT/\sigma$ and $\sigma'=-\beta\mu_3/(2\sigma)$:

$$\frac{d^2F}{d\ell^2}=\frac{kT}\sigma\frac{d}{d\lambda}\Big(\frac{kT\mu}\sigma\Big)=\frac{(kT)^2}{\sigma}\Big(-\beta\sigma+\frac{\beta\mu\mu_3}{2\sigma^3}\Big)=kT\,D,$$

$$D=\frac{\mu\mu_3}{2\sigma^4}-1 .$$

At the $n=12$ core, the parabola $kT\ell^2/12$ gives $D=1/6$. The first correction from the curvature of $p_0$ is smaller by $r_\lambda^2\propto\lambda^{1/6}\propto\ell^{4/3}$, so $f''\propto\ell^{1/3}$ remains integrable and the $m^{-2}$ term stands. Thus

$$\Delta F-M\simeq\frac b{m^2},\qquad b=\frac{kTL^2}{24}\Big(D(1)-\frac16\Big).$$

## Choosing the number of points

For unbiased sample means, the cross term between noise and quadrature error averages to zero, so their squares add. Let $C$ be the total number of independent samples, with $q$ discarded at each point for equilibration, and let the cost per sample not depend on $\lambda$. Then

$$\mathrm{MSE}(m)=\frac{b^2}{m^4}+\frac{(kTL)^2}{C-mq}.$$

Setting the derivative to zero gives $4b^2/m^5=(kTL)^2q/(C-mq)^2$. For $mq\ll C$,

$$m^*\simeq\left[\frac{4b^2C^2}{(kTL)^2q}\right]^{1/5}.$$

Since $m^*\propto C^{2/5}$, the quadrature error at the optimum falls as $C^{-4/5}$, faster than the statistical $C^{-1/2}$. If $q=0$, nothing in this model limits $m$.

## Procedure

```
input: dU sampler, kT, m, samples per point n
pilot: at midpoints x_j, set lambda_j = x_j^8
       v_j = 8 x_j^7 * std(dU at lambda_j) / kT
fit:   q(x) = cubic fit to ln v_j;  v(x) = exp(q(x))
       l(x) = integral of v from 0 to x;  Lfit = l(1)
for k = 1..m:
    solve l(x_k) = Lfit (k - 1/2)/m
    lambda_k = x_k^8
    w_k = 8 x_k^7 Lfit / (m v(x_k))
    equilibrate; draw n fresh samples of dU
    mean_k, var_k = sample mean and variance
M     = K + sum w_k (mean_k - K)   # K fixed beforehand
stat2 = sum w_k^2 var_k / n
quad  = estimate of Delta F - M from endpoint slopes
report M, sqrt(stat2), quad, sqrt(stat2 + quad^2)
```

The weight uses the derivative of the fitted map itself. An inaccurate pilot then changes the efficiency and the size of the quadrature error, but the rule still converges to $\Delta F$. Putting the production estimate of $\sigma_k$ into the weight would instead correlate it with the sampled mean.

For the fitted map the endpoint slopes follow from $f'=\lambda''\mu-\beta\sigma^2\lambda'^2$. Differentiating $\lambda'=8x^7L_{\rm fit}/v$ with $dx/du=L_{\rm fit}/v$ gives

$$f'(1)=\frac{L_{\rm fit}^2}{v(1)^2}\Big[8\big(7-q'(1)\big)\mu-64\beta\sigma^2\Big],\qquad f'(0)=2kTc\frac{L_{\rm fit}^2}{v(0)^2},$$

where $q'$ is the slope of the log fit. The second result uses $F-F(0)\simeq kTcx^2$ and $x\simeq L_{\rm fit}u/v(0)$. These slopes hold for $K=0$; otherwise replace $\mu$ by $\mu-K$. The slope $f'(1)$ needs moments at $\lambda=1$, hence a short run there; $f'(0)$ needs $c$, from $p_0(0)$ or, if many core contacts are sampled, from the small-$x$ limit $d\ell/dx\to2\sqrt{3c}$. With few contacts the second route can easily miss $c$ by a factor of two or more. The program tests the slope estimate only at equal length, not for a fitted map.

With $q$ now again the number of samples discarded per point, the cost is $m(n+q)$ samples plus the pilot and the short run at $\lambda=1$; the fit and inversion involve only one-dimensional functions. The pilot is worth its cost only if the possible gain is large. Relative to $\lambda=x^8$, the converged variance can fall by at most the factor $\int v^2dx/(\int v\,dx)^2$, with $v$ the true $d\ell/dx$.

## Worked example

A separation vector is held by $U_0=\frac12\kappa r^2$, and $\Delta U=4\epsilon[(d/r)^{12}-(d/r)^6]$ is switched on. The model parameters are $kT=0.001$ hartree (316 K), $\kappa=10^{-4}$ hartree/bohr², $\epsilon=0.003$ hartree and $d=6$ bohr. Radial quadrature of this classical model gives the reference $\Delta F=-1.076$ mhartree, or $-2.83$ kJ/mol. The numerical output follows this note.

Here $p_0(0)=(\beta\kappa/2\pi)^{3/2}=0.002008$ bohr$^{-3}$ and $\beta A=12d^{12}$, so

$$c=0.002008\times\frac{4\pi}{3}\Gamma(3/4)\times12^{1/4}\times6^3=4.14 .$$

The initial slope $d\ell/dx=2\sqrt{3c}$ is 7.05, and the full length is $L=5.246$. At $\lambda=1$, $\mu=-2.4865$ mhartree, $\sigma=0.6350$ mhartree and $\mu_3=0.5016$ mhartree³. Hence

$$D(1)=\frac{(-2.4865)(0.5016)}{2(0.6350)^4}-1=-4.83,$$

$$b=\frac{1\times5.246^2}{24}(-4.83-0.17)=-5.73\ \text{mhartree}.$$

For $m=20$ this predicts $\Delta F-M=-0.0143$ mhartree; the computed value is $-0.0142$. At $m=64$ the two agree within the 5% tolerance of the test.

With 20 points and 20,000 retained samples, the errors in mhartree are:

| map | $M-\Delta F$ | statistical | total rms |
|---|---:|---:|---:|
| uniform $\lambda$ | −0.721 | 0.025 | 0.722 |
| $\lambda=x^4$ | 0.0003 | 0.045 | 0.045 |
| $\lambda=x^8$ | 0.018 | 0.038 | 0.042 |
| equal length | 0.014 | 0.037 | 0.040 |

The very small quadrature error of $x^4$ at this $m$ is not explained by the analysis above and should not be relied on. Its variance is $(0.0453/0.0371)^2=1.5$ times that of equal length. From 250 to 4000 points, $N\,\mathrm{Var}/(kT)^2$ grows by 34.3, against $3c\ln16=34.5$ from the logarithmic law.

Most of the improvement over uniform $\lambda$ comes from the change of variable. Equal length saves only about $(0.0378/0.0371)^2-1\approx4\%$ of the samples compared with $x^8$, too little here to pay for a pilot of 16,000 samples.

For $C=20{,}000$ and $q=100$,

$$m^*\simeq\left[\frac{4(5.73)^2(20000)^2}{(5.246)^2(100)}\right]^{1/5}\approx28.6 .$$

A search from 5 to 60 points finds 27. The difference comes from neglecting $mq$: restoring the factor $(1-mq/C)^{2/5}=0.94$ at $m=27$ gives 27. The minimum is flat on the high side: the total error is 0.041 mhartree at 27 points, 0.044 at 60 and 0.167 at 5.

The pilot, fit and production steps were run with 6 production points, 1000 independent samples at each (drawn directly, so without equilibration) and $K=0$. The endpoint-slope estimate was not computed, and all repeats use the same pilot map. The first run gave $-1.030\pm0.068$ mhartree. Over 400 repeats the spread was 0.068 mhartree, but the rms error about the reference was 0.111, because the quadrature error is 0.086. Adding squares, with this quadrature error taken from the reference value, gives 0.109. An error bar containing only the spread would be too small by a factor of 1.6.

## Failure modes

**An energy offset.** Two electronic-structure methods can differ by a large constant. Adding $K$ to $\Delta U$ changes $\Delta F$ by $K$ but changes the plain sum $\sum w_k\mu_k$ by $K\sum w_k$. The six printed weights sum to 0.982, so an offset of 1 hartree would cause an error of about $-18$ mhartree. Subtract a constant before the quadrature and add it back afterwards, as in the procedure.

The constant can also reduce the quadrature error. It does not affect $D$ at the core, where $K\lambda\propto\ell^8$, but at $\lambda=1$ it replaces $\mu$ by $\mu-K$. Requiring $D(1)=1/6$ gives

$$K=\mu-\frac{7\sigma^4}{3\mu_3}=-2.49-0.76=-3.24\ \text{mhartree}.$$

This $K$ cancels the $m^{-2}$ term only at equal length. The fitted map of the six-point run is not at equal length, so the gain there is specific to that run: it changes $M$ by $K(1-\sum w_k)=-3.24\times0.018=-0.058$ mhartree and reduces the quadrature error from 0.086 to about 0.028. With $K$ fixed beforehand, the variance is unchanged.

**Too few contacts.** Near the core, $c\lambda^{1/4}\simeq\ell^2/12$ is the fraction of the $\lambda=0$ configurations that the core removes. Samples drawn at $\lambda$ mostly avoid this volume. The fraction of them still found at $r<r_\lambda$ is $4\pi p_0(0)r_\lambda^3\int_0^1e^{-y^{-12}}y^2dy$, about $0.04\,c\lambda^{1/4}$. The first equal-length point has $\ell=L/(2m)$, so its expected number of contacts is roughly

$$0.04\,\frac Nm\frac{L^2}{48m^2}=0.04\,\frac{NL^2}{48m^3}.$$

For $m=27$ and $N=17{,}300$ this is about 0.02. That point will almost always see no contact and report far too small a variance. The expected number of contacts grows only as $(2k-1)^2$ with the point index $k$, so the next few points also tend to under-report: typically about a quarter of the true variance at the second point and a half at the third. Each point's true share of the total variance is $1/m$, so the combined error bar is typically only about 3% too small here, but the error bars of these first points are not usable. A pilot point with few contacts is more serious, since it distorts the map.

**A noisy pilot near the core.** The first production point was at $\lambda=1.85\times10^{-8}$, or $x=0.108$. The endpoint law puts it near $\ell=7.05\times0.108=0.76$, whereas equal length asks for $L/12=0.44$. The fitted map is therefore visibly uneven there. The main cause is sampling noise, not the cubic form of the fit. The first pilot point, at $x=1/16$, expects only about one contact in its 2000 samples ($0.04\times2000\,c\,x^2\approx1.3$), and its sampled $\sigma$ was about half the true value. With exact $\sigma$ at the same eight pilot points, the cubic fit would put the first production point at $x=0.066$, close to the equal-length value 0.063. More pilot samples near the core would make the map more even, but would not by themselves make six production points accurate: with the exact-$\sigma$ fit their quadrature error is 0.23 mhartree, so the smaller 0.086 of this run is partly luck. With 20 production points the same fit gives 0.020 mhartree. In the converged limit the uneven map costs 6% in variance relative to the minimum. Nor should $b/m^2$ be used as the error of this run: it would give a magnitude of 0.159 mhartree instead of 0.086. Most of this gap comes from the map: its own endpoint slopes, evaluated with exact moments and the exact $c$, give 0.099 mhartree. The rest comes from terms beyond $m^{-2}$, which matter for so few points. Even at equal length, six points have a quadrature error of 0.108 mhartree, whereas $b/m^2$ gives 0.159.

**Stiff dynamics.** At contact, the core potential $kT(r_\lambda/r)^n$ has curvature $n(n+1)kT/r_\lambda^2$. Once $\lambda$ is small enough for the core to dominate the other forces at contact, the associated vibration period, and with it the stable time step, shrinks roughly as $r_\lambda\propto\lambda^{1/12}$. The potential code must also return finite energies at the short distances that small $\lambda$ permits.

**Slow sampling.** All error formulas assume equilibrated samples. If a barrier keeps a run in one region, the sample variance misses the others, and neither the length nor the error bar reveals it. Independent starts from different regions can expose this.

## Computed results

```
kT = 0.001 hartree, temperature = 315.8 K
spring = 0.0001 hartree/bohr^2, depth = 0.003 hartree, D = 6.0 bohr
reference Delta F = -1.07637 mhartree = -2.8260 kJ/mol
contact density p0(0) = 0.002008 bohr^-3
core coefficient c = 4.1434
F / core law at lam=1e-24: 0.999798
d ell/dx at x=0 (law) = 7.0513, at x=0.001 = 7.0503
F / (kT ell^2/12) at x=0.01: 0.99817
thermodynamic length L = 5.2458 (second map 5.2458)
x^4 map, growth of N*Var/kT^2, m 250 to 4000: 34.286
  logarithmic law: 34.463
at lam=1: mean = -2.4865, sigma = 0.6350 mhartree
  third moment = 0.5016 mhartree^3, D(1) = -4.8346
midpoint coefficient b = -5.7344 mhartree
  m=10: Delta F - M = -0.057888, b/m^2 = -0.057344 mhartree
  m=20: Delta F - M = -0.014234, b/m^2 = -0.014336 mhartree
  m=64: Delta F - M = -0.001399, b/m^2 = -0.001400 mhartree
m=20, N=20000: M - Delta F, statistical error, total rms (mhartree)
  uniform lam: -0.72146, 0.02549, 0.72191
  lam=x^4: 0.00034, 0.04534, 0.04534
  lam=x^8: 0.01802, 0.03781, 0.04188
  equal length: 0.01423, 0.03709, 0.03973
uniform lam, m=320: M - Delta F = -0.42202 mhartree
budget = 20000 samples, discarded per point = 100
best m: formula 28.60, search over 5 to 60: 27
  m=5: total rms error = 0.16717 mhartree
  m=10: total rms error = 0.06928 mhartree
  m=27: total rms error = 0.04065 mhartree
  m=29: total rms error = 0.04069 mhartree
  m=60: total rms error = 0.04436 mhartree
pilot: 8 points x 2000 samples
pilot map: variance / least variance = 1.0581
production: 6 points x 1000 samples, 400 repeats
  lam points: 1.847e-08, 1.668e-05, 4.614e-04, 6.127e-03, 6.749e-02, 5.072e-01
  weights: 2.368e-07, 6.890e-05, 1.292e-03, 1.505e-02, 1.562e-01, 8.096e-01
  first run: -1.0295 +- 0.0676 mhartree
  quadrature error M - Delta F = 0.0858 mhartree
  spread: seen 0.0680, predicted 0.0674 mhartree
  total rms: seen 0.1105, predicted 0.1091 mhartree
```
